# Contact coupling in the nodal plane: spin polarisation in methyl

A nucleus in the nodal plane of the singly occupied orbital can have a substantial contact interaction. In planar methyl, restricted open-shell Hartree–Fock (ROHF) gives a proton coupling of zero, while unrestricted Hartree–Fock (UHF) gives $-106$ MHz. The difference is spin polarisation: exchange with the unpaired $\pi$ electron makes the $\alpha$ and $\beta$ electrons of the C–H bonds occupy slightly different orbitals. It leaves excess $\beta$ spin at hydrogen and makes McConnell's $Q$ negative.

## What the nodal argument gets right

One might expect the proton coupling to vanish, because the proton lies in the node of the singly occupied orbital $\pi$. This expectation rests on a sound observation. The contact interaction samples electrons at the nucleus, the unpaired electron occupies $\pi$, and $\pi$ vanishes there. The gap lies in identifying the spin density with the density of one orbital.

In SI units, with dimensionless spin operators, the contact Hamiltonian for a proton at $\mathbf R$ is

$$
H_c=C\sum_k\delta(\mathbf r_k-\mathbf R)\,\mathbf s_k\cdot\mathbf I,
\qquad
C=\frac{2\mu_0}{3}g_e\mu_Bg_p\mu_N ,
$$

where $g_e>0$. Let $\rho_s=\rho_\alpha-\rho_\beta$ in the state $S=M_S=1/2$. An $\alpha$ electron has $s_z=+1/2$ and a $\beta$ electron $-1/2$, so the coefficient of $I_z$ is $C\rho_s(\mathbf R)/2$. The effective Hamiltonian $A\,\mathbf S\cdot\mathbf I$ gives $A/2$. Therefore

$$
A=C\rho_s(\mathbf R).
$$

All electrons contribute to $\rho_s$. In ROHF, each closed orbital $\phi_i$ has the same spatial form for both spins:

$$
\rho_s=\Big(\sum_i|\phi_i|^2+|\pi|^2\Big)-\sum_i|\phi_i|^2=|\pi|^2 .
$$

This vanishes in the nodal plane because the wavefunction has been restricted. Symmetry does not require it: reflection makes the total spin density even, and an even function may be nonzero in the plane. Orbitals even under reflection are called $\sigma$ below. All closed shells of methyl are of this kind.

## Why the closed shells polarise

From here on, hartree atomic units and real orbitals are used. The two Fock operators contain the same one-electron and Coulomb terms, but exchange acts between equal spins. At the ROHF solution the $\alpha$ density has the additional $\pi$ electron, so

$$
F^\alpha-F^\beta=-K,
$$

$$
K_{ia}=\iint
\frac{\phi_i(\mathbf r_1)\pi(\mathbf r_1)\pi(\mathbf r_2)\phi_a(\mathbf r_2)}
{|\mathbf r_1-\mathbf r_2|}\,d\mathbf r_1d\mathbf r_2 .
$$

Mix a virtual $\sigma$ orbital $\phi_a$ into $\phi_i$ with a small amplitude $\theta$. Each spin changes the energy by $2\theta F_{ia}$ to first order. ROHF must use the same $\theta$ for both spins, so stationarity requires $F^\alpha_{ia}+F^\beta_{ia}=0$. Combined with the difference above, this gives

$$
F^\alpha_{ia}=-\tfrac12K_{ia},\qquad
F^\beta_{ia}=+\tfrac12K_{ia}.
$$

UHF allows the amplitudes $+\theta$ for $\alpha$ and $-\theta$ for $\beta$. The first-order energy change is then

$$
2\theta F^\alpha_{ia}-2\theta F^\beta_{ia}=-2\theta K_{ia}.
$$

Whenever some $K_{ia}$ is nonzero, a suitable sign of $\theta$ lowers the energy. In methyl, with the orbitals defined in the next paragraph, the largest such element is 0.066 hartree, and UHF lies 0.0043 hartree below ROHF.

To obtain the density, take orbitals that diagonalise the spin-averaged Fock operator within the $\sigma$ space, with energies $\varepsilon$. The remaining field is $-K/2$ for $\alpha$ and $+K/2$ for $\beta$. First-order perturbation theory gives the $\alpha$ amplitude

$$
c_{ia}=-\frac{-K_{ia}/2}{\varepsilon_a-\varepsilon_i}
=\frac{K_{ia}}{2(\varepsilon_a-\varepsilon_i)},
$$

and the opposite amplitude for $\beta$. The two densities change by $\pm2c_{ia}\phi_i\phi_a$. Their difference is $4c_{ia}\phi_i\phi_a$, so at an in-plane nucleus

$$
\rho_s(\mathbf R)=2\sum_{ia}
\frac{K_{ia}\phi_i(\mathbf R)\phi_a(\mathbf R)}
{\varepsilon_a-\varepsilon_i}.
\tag{1}
$$

The $\pi$ electron supplies the exchange field; the $\sigma$ electrons supply the density at the nucleus.

## Why hydrogen receives negative spin

Equation (1) does not yet fix the sign. Consider one C–H bond built from orthonormal orbitals $h$ on carbon and $s$ on hydrogen:

$$
\sigma=\frac{h+s}{\sqrt2},\qquad
\sigma^*=\frac{h-s}{\sqrt2}.
$$

Let their energy gap be $\Delta$. The cross terms in the exchange element cancel because $K_{hs}=K_{sh}$, leaving

$$
K_{\sigma\sigma^*}=\tfrac12(K_{hh}-K_{ss}),\qquad
c=\frac{K_{hh}-K_{ss}}{4\Delta}.
$$

The $\alpha$ orbital $\sigma+c\sigma^*$ has coefficient $(1-c)/\sqrt2$ on $s$, hence population $(1-2c)/2$ to first order. For $\beta$ the population is $(1+2c)/2$. The spin population on hydrogen is therefore

$$
n_s^\alpha-n_s^\beta=-2c=-\frac{K_{hh}-K_{ss}}{2\Delta}.
\tag{2}
$$

With orthogonalised STO-3G orbitals, $K_{hh}=0.0739$ and $K_{ss}=0.0054$ hartree. For a round gap of 1 hartree, equation (2) gives $-0.0685/2=-0.034$ electrons. The $\alpha$ electron gains more exchange energy near carbon, so the bond's $\alpha$ density shifts there and $\beta$ density is left in excess at hydrogen. The effect would vanish in this model if the two exchange integrals were equal, or if $\Delta$ became infinite. The spin density at the proton follows from the same amplitude: $4c\,\sigma\sigma^*=2c\,[h(\mathbf R)^2-s(\mathbf R)^2]$, which is negative when $c>0$ and $s$ outweighs $h$ at the proton. The model explains the sign; its chosen gap does not predict the size.

## Is this an artefact of UHF?

A UHF determinant is not a pure spin state. Here $\langle S^2\rangle=0.7615$ instead of 0.7500, so one might suspect that the negative density comes from the contamination. A pure doublet gives the same leading mechanism.

Let a bar denote $\beta$ spin and let $\Phi_0=|i\bar i\pi|$. For one pair $i,a$, define

$$
\Phi_\alpha=|a\bar i\pi|,\quad
\Phi_\beta=|i\bar a\pi|,\quad
\Phi_3=|ia\bar\pi|.
$$

The doublet in which $i$ and $a$ are triplet-coupled is

$$
D=\frac{2\Phi_3+\Phi_\alpha-\Phi_\beta}{\sqrt6}.
$$

The Hamiltonian elements of $\Phi_\alpha$, $\Phi_\beta$ and $\Phi_3$ with $\Phi_0$ are $-K_{ia}/2$, $+K_{ia}/2$ and $-K_{ia}$. The first two are the Fock elements found above. The third is an exchange integral, with its sign fixed by the orbital order. Thus

$$
\langle D|H|\Phi_0\rangle
=\frac{-2K_{ia}-K_{ia}/2-K_{ia}/2}{\sqrt6}
=-\frac{3K_{ia}}{\sqrt6}.
$$

The other doublet, $(\Phi_\alpha+\Phi_\beta)/\sqrt2$, has zero coupling because its two terms cancel. For the spin-density operator at $\mathbf R$, the elements of $\Phi_\alpha$ and $\Phi_\beta$ are $\pm\phi_i\phi_a$, while $\Phi_3$ differs from $\Phi_0$ by two spin orbitals and contributes zero. Its element with $D$ is therefore $2\phi_i\phi_a/\sqrt6$.

If $D$ lies an energy $E_D$ above $\Phi_0$, its first-order coefficient is $3K_{ia}/(\sqrt6E_D)$. The density is twice the product of coefficient and matrix element:

$$
\rho_s(\mathbf R)
=2\,\frac{3K_{ia}}{\sqrt6E_D}\,
\frac{2\phi_i\phi_a}{\sqrt6}
=\frac{2K_{ia}\phi_i(\mathbf R)\phi_a(\mathbf R)}{E_D}.
$$

This has the form of equation (1), with a configuration energy in the denominator. Spin polarisation therefore does not require spin contamination. The UHF determinant, however, reaches the same form by a different route. Its first-order change $\Phi_\alpha-\Phi_\beta$ equals $\tfrac{2}{\sqrt6}D-\tfrac{2}{\sqrt3}\Phi_Q$, where $\Phi_Q=(\Phi_3-\Phi_\alpha+\Phi_\beta)/\sqrt3$ is a quartet whose spin-density element with $\Phi_0$ is $-2\phi_i\phi_a/\sqrt3$. The products of coefficient and element are $2/3$ for $D$ and $4/3$ for $\Phi_Q$, so two thirds of the first-order UHF density come from the quartet and one third from $D$. For equal denominators the pure doublet gives $D$ three times the UHF amplitude and needs no quartet. The sign is thus not an artefact, but the size found by UHF is tied to its contamination and remains approximate.

## From polarisation to McConnell's relation

Equation (1) holds the exchange field fixed. Once the $\sigma$ shell has a spin-density matrix $X$, that matrix creates an exchange field $K[X]$ of its own. To first order the $\alpha$ and $\beta$ changes are opposite, so the total charge density and the Coulomb field do not change. With $\pi$ frozen, and $\chi_0$ denoting the linear map from field to spin density used in equation (1),

$$
X=\chi_0\big(K+K[X]\big).
$$

Now multiply the spin-dependent part of the $\pi$ exchange by $\lambda$. Changing $\lambda$ to $-\lambda$ exchanges the equations for the two $\sigma$ spins. On the solution connected to the unpolarised shell, $X$ is therefore odd in $\lambda$: its leading term is linear and its first correction cubic.

In a larger planar $\pi$ radical, suppose that the field felt by a C–H bond comes mainly from the $\pi$ spin population $\rho_\pi$ on its own carbon. Then $\lambda$ plays the part of $\rho_\pi$, and

$$
A_{\mathrm H}=Q\rho_\pi .
$$

This neglects neighbouring populations and bond-order terms, and assumes similar C–H bonds. In methyl the total $\pi$ spin is one in ROHF and UHF; assigning it to carbon gives $Q=A_{\mathrm H}$. The same unit value is assumed below for CCSD, where the $\pi$ spin was not computed and need not be exactly one, since configurations such as $\Phi_3$ place a $\beta$ electron in $\pi$.

## Methyl in numbers

The radical is planar, with threefold symmetry and a chosen C–H distance of 2.04 bohr. The basis is uncontracted cc-pVDZ unless stated otherwise. Proton spin densities, in bohr$^{-3}$, are:

| Treatment | $\rho_s(\mathrm H)$ |
|---|---:|
| ROHF | 0, within rounding |
| Equation (1), uncoupled | $-0.0090$ |
| Coupled linear response | $-0.0237$ |
| Full UHF | $-0.0238$ |
| CCSD | $-0.0149$ |

The induced exchange field enlarges the uncoupled response by a factor of 2.6. Scaling the field confirms the linear law: $\rho_s/\lambda$ is $-0.02367$, $-0.02366$ and $-0.02360$ at $\lambda=0.1$, 0.5 and 1. The last value differs from the linear response by about 0.3% of the latter. When the field is removed from an already polarised shell, the proton spin density relaxes to zero within convergence error. This identifies $\pi$ exchange as the cause within the mean-field calculation. The scaling in $\lambda$ tests the linearity of the response; neither test bears on the transfer of $Q$ between molecules.

In UHF the $\sigma$ spin integrates to zero and the $\pi$ spin to one. Polarisation redistributes $\sigma$ spin without creating any net amount. The density at carbon, also in the nodal plane, is $+0.147$ bohr$^{-3}$ in this basis; it moves by up to about 0.005 bohr$^{-3}$ on going to uncontracted cc-pVTZ (0.144) or on adding tight s functions (about 0.15).

The proton conversion factor is 4469.9 MHz bohr$^3$, so

$$
Q_{\mathrm{UHF}}=4469.9\times(-0.023758)
\approx-106\ \mathrm{MHz},
$$

or $-3.8$ mT. The CCSD density was obtained as the derivative of the energy with respect to a weak contact field. The same procedure applied to UHF reproduces its directly computed density. CCSD gives $Q\approx-66$ MHz, or $-2.4$ mT. The sign survives correlation, but in this basis the UHF magnitude is 60% larger than the CCSD one; the ratio itself depends on the basis, falling from 1.6 to about 1.4 in uncontracted 3-21G and 6-31G, which lack polarisation functions.

Neither value is a converged prediction. In uncontracted cc-pVTZ, UHF gives $-112$ MHz. The smaller and larger bases recover only 84% and 90% of the exact contact density of a free hydrogen atom, so $-112$ MHz is not the UHF basis limit either: adding tight s functions to the smaller basis alone moves the UHF value from $-106$ to about $-125$ MHz. Higher excitations, relativity and vibration are also absent. Out-of-plane motion matters in principle: a proton that leaves the nodal surface acquires a direct contribution $|\pi(\mathbf R)|^2\ge0$, which opposes the negative polarisation term.

## The sign in a paramagnetic shift

The sign of $A$ decides the direction of the contact shift. Assume an isotropic electron $g$ factor, electron relaxation fast enough to average the hyperfine splitting, and $g_e\mu_BB\ll kT$. The electron levels $g_e\mu_BBM_S$ then give

$$
\langle S_z\rangle=-\frac{g_e\mu_BB\,S(S+1)}{3kT}.
$$

The nuclear energy per unit $M_I$ is $-g_p\mu_NB+A\langle S_z\rangle$. Dividing the added term by $-g_p\mu_NB$ gives the shift, positive towards high frequency:

$$
\delta=-\frac{A\langle S_z\rangle}{g_p\mu_NB}
=\frac{A\,g_e\mu_BS(S+1)}{3kT\,g_p\mu_N},
$$

with $A$ in energy units. A negative $A$ moves the proton resonance to low frequency. At 300 K the methyl couplings correspond to about $-2800$ ppm with UHF and $-1750$ ppm with CCSD, under the stated averaging conditions. At this planar geometry ROHF would give no contact shift at all. The main values are in the numerical output below.

## Numbers as computed

```
C-H distance: 2.04 bohr; basis functions: 47
ROHF energy: -39.562707 hartree
UHF energy: -39.566958 hartree
UHF minus ROHF energy: -0.004251 hartree
UHF <S^2>: 0.7615 (pure doublet 0.7500)
UHF integrated sigma spin: 0.000000 electrons
UHF integrated pi spin: 1.000000 electrons
ROHF |rho_s| at H: 7.7e-30 bohr^-3
ROHF |rho_s| at C: 0.0e+00 bohr^-3
largest closed-virtual K_pi element: 0.06564 hartree
uncoupled response rho_s at H: -0.009005 bohr^-3
coupled linear response rho_s at H: -0.023674 bohr^-3
coupled/uncoupled ratio: 2.629
frozen pi, lam=0.1, rho_s at H: -0.002367 bohr^-3
  divided by lam: -0.023673 bohr^-3
frozen pi, lam=0.5, rho_s at H: -0.011828 bohr^-3
  divided by lam: -0.023656 bohr^-3
frozen pi, lam=1.0, rho_s at H: -0.023600 bohr^-3
  divided by lam: -0.023600 bohr^-3
lam=0 after release, |rho_s| at H: 1.7e-09 bohr^-3
UHF rho_s at H: -0.023758 bohr^-3
UHF rho_s at C: 0.147376 bohr^-3
contact field strength eta: 0.0030 hartree bohr^3
UHF rho_s at H, energy derivative: -0.023759 bohr^-3
CCSD rho_s at H, energy derivative: -0.014876 bohr^-3
UHF/CCSD ratio at H: 1.597
proton conversion: 4469.882 MHz bohr^3
proton conversion: 159.497 mT bohr^3
UHF Q: -106.20 MHz
UHF Q: -3.789 mT
CCSD Q: -66.49 MHz
CCSD Q: -2.373 mT
larger-basis functions: 90
larger-basis UHF rho_s at H: -0.025129 bohr^-3
larger-basis UHF Q: -112.32 MHz
free H contact density / exact, uncontracted cc-pvdz: 0.8443
free H contact density / exact, uncontracted cc-pvtz: 0.9030
model K_hh: 0.07391 hartree
model K_ss: 0.00544 hartree
model gap: 1.0 hartree
model H spin, formula: -0.03423 electrons
model H spin, diagonalised: -0.03421 electrons
temperature: 300 K
UHF contact shift: -2796 ppm
CCSD contact shift: -1750 ppm
```
